# Choosing the field step for χ(2) from Berry-phase polarisation

## Two sites in a field

Take two sites a distance $\tau$ apart, A at $x=0$ with energy $+\Delta$ and B at $x=\tau$ with energy $-\Delta$, joined by a real hopping $t_1$. The lower level holds $f=2$ independent electrons. The algebra is in atomic units and the electron charge is $-1$, so a static field $E$ adds the energy $+Ex$.

The site energies become $\Delta$ and $-\Delta+E\tau$. Their mean is $E\tau/2$ and half their difference is $y=\Delta-E\tau/2$. The electronic energy is therefore

$$F=f\left[\frac{E\tau}{2}-\sqrt{t_1^2+y^2}\right].$$

The dipole is $p=-dF/dE$. Since $dy/dE=-\tau/2$,

$$p=-\frac{f\tau}{2}\,[1+G(y)],\qquad G(y)=\frac{y}{\sqrt{t_1^2+y^2}}.$$

Write $p=p_0+p_1E+p_2E^2+\dots$. From $G''=-3t_1^2y/(t_1^2+y^2)^{5/2}$,

$$p_2=-\frac{f\tau}{2}\cdot\frac12\left(\frac{\tau}{2}\right)^2G''(\Delta)=\frac{3f\tau^3\Delta t_1^2}{16(\Delta^2+t_1^2)^{5/2}}.$$

It vanishes at $\Delta=0$, where the two sites are equivalent.

Suppose that we had only numerical values of $p$. The second difference

$$D(h)=\frac{p(h)+p(-h)-2p(0)}{2h^2}$$

tends to $p_2$ as $h\to0$. A large step lets in higher powers of the field; a small one divides the errors of the data by a small number. The field step $h$ is the setting treated here. In a crystal it is tied to a second setting, the k-point mesh.

## The chain and its dipole

Repeat the pair with period $a$ and connect B to the A site of the next cell by $t_2$. The lower band is full and the gap is open. The position operator is diagonal in the sites, the ions are fixed, and local fields are neglected. Ionic charges add a constant to $p$, which drops out of $D$.

With Bloch phases that include the site positions, and $s=a-\tau$,

$$H(k)=\begin{pmatrix}\Delta&q\\q^*&-\Delta\end{pmatrix},\qquad q=t_1e^{ik\tau}+t_2e^{-iks}.$$

The bands are $\pm|d|$, with

$$|d|^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka,$$

and the direct gap is $g(k)=2|d|$.

The operator $x$ is unbounded on an infinite chain, so the dipole is taken from the Wannier centre. On $N$ points with spacing $b=2\pi/(Na)$,

$$\bar x=-\frac{a}{2\pi}\Phi,\qquad \Phi=\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle,\qquad p=-f\bar x.$$

The string is closed with $u(k+2\pi/a)=e^{-2\pi ix/a}u(k)$. For small $b$, $\langle u_j|u_{j+1}\rangle\simeq1-ibA_u$ with $A_u=i\langle u|\partial_ku\rangle$, so $\bar x$ becomes the zone average of $A_u$.

The phase is defined up to $2\pi$, hence $p$ up to $fa$. All values in one difference must lie on the same branch, followed continuously from zero field. A jump in $p(h)$ alone would change $D$ by $fa/(2h^2)$.

## The state in the field

The occupied states make the enthalpy per cell stationary:

$$F=f\left[\frac1N\sum_j\langle u_j|H_j|u_j\rangle+E\bar x\right].$$

Because first-order changes of the states do not alter $F$, only the explicit field dependence contributes to its derivative, and $dF/dE=f\bar x=-p$.

This is a local stationary state. An infinite crystal in a uniform field has no global ground state, since an electron moved far enough down the potential gains more than the gap.

Let $v$ and $c$ be the zero-field valence and conduction states, and write $u=v+zc$ without normalisation. Positive norms do not affect $\Phi$. With $n=1+|z|^2$, the band energy above its zero-field value is $g|z|^2/n$, whose derivative with respect to $z^*$ is $gz/n^2$.

For the phase, write $\Phi=(\ln L-\ln L^*)/2i$, where $L$ is the product. The variable $z_j^*$ enters $L$ through $\langle u_j|u_{j+1}\rangle$ and $L^*$ through $\langle u_j|u_{j-1}\rangle$. Hence

$$\frac{\partial\Phi}{\partial z_j^*}=\frac{R_j^+-R_j^-}{2i},\qquad R_j^\pm=\frac{\langle c_j|u_{j\pm1}\rangle}{\langle u_j|u_{j\pm1}\rangle}.$$

Stationarity reads $g_jz_j/(Nn_j^2)=E(a/2\pi)(R_j^+-R_j^-)/2i$. Since $Na/2\pi=1/b$,

$$z_j=-\frac{iEn_j^2}{2bg_j}\,(R_j^+-R_j^-).$$

This can be iterated from $z=0$.

## The mesh limits the field

Let the current $z$ be changed by a small $\eta$. Near $z=0$, the derivative of $R_j^+$ with respect to $z_{j+1}$ is the determinant of the $2\times2$ overlap matrix between neighbouring points, divided by $\langle v_j|v_{j+1}\rangle^2$. The matrix is unitary, so the determinant has modulus one, and the derivative has modulus $1+O(b^2)$. The derivative with respect to $z_j^*$ is $O(b^2)$. The same holds for $R_j^-$. To leading order in $z$ and $b$, the next iterate changes by at most

$$\frac{|E|}{2bg_j}\left(|\eta_{j+1}|+|\eta_{j-1}|\right)\le\frac{|E|}{b\,g_{\min}}\max_i|\eta_i|.$$

The iteration therefore contracts for

$$|E|<E_b=b\,g_{\min}=\frac{2\pi g_{\min}}{Na}.$$

This condition is sufficient only at leading order in $z$ and $b$. In the worked case below, at $N=60$, the iteration turns unstable near $1.04E_b$; the stationary state still exists above that field, but as a saddle point instead of a minimum. On coarse meshes the neglected terms matter and the instability can set in below $E_b$: with $t_2$ lowered to 0.05 eV and $N=12$ it is already present at $0.99E_b$. It compares the potential drop $ENa$ along the length represented by the mesh with the gap. Refining the mesh lowers this safe limit as $1/N$.

## What the second difference should give

In the continuum, $\langle\cdots\rangle$ denotes the zone average. Define $A_{mn}=i\langle m|\partial_kn\rangle$. Inserting the normalised state into $A_u$ gives, to second order in $z$,

$$A_u=A_{vv}+2\,\mathrm{Re}(A_{cv}z^*)+|z|^2(A_{cc}-A_{vv})+\mathrm{Re}(iz^*\partial_kz).$$

Put $z=Ez_1+E^2z_2+\dots$ into $F$. The part of order $E^2$ is $f\langle g|z_1|^2+2\,\mathrm{Re}(A_{cv}z_1^*)\rangle$, which is stationary at $z_1=-A_{cv}/g$.

At order $E^3$, $z_2$ appears only in $2\,\mathrm{Re}[z_2^*(gz_1+A_{cv})]$, which is zero. The first-order state thus suffices for the third-order energy. With $A_{cv}=|A_{cv}|e^{i\varphi}$, one finds $\mathrm{Re}(iz_1^*\partial_kz_1)=-|A_{cv}|^2\varphi'/g^2$, and so

$$F_3=f\left\langle\frac{|A_{cv}|^2S}{g^2}\right\rangle,\qquad S=A_{cc}-A_{vv}-\varphi'.$$

Differentiating $F_3E^3$ gives $p_2=-3F_3$. If $c$ is multiplied by $e^{i\gamma(k)}$, both $A_{cc}$ and $\varphi'$ fall by $\gamma'$; if $v$ is, $A_{vv}$ falls and $\varphi'$ rises by $\gamma'$. The shift vector $S$ is unchanged in both cases. For $t_2=0$ it is the displacement from the charge centre of the lower level to that of the upper one.

For two bands the product can be found locally. Choose the basis at one point $k_0$ so that nearby

$$v=\frac{(1,\zeta)}{\sqrt{1+|\zeta|^2}},\qquad c=\frac{(-\zeta^*,1)}{\sqrt{1+|\zeta|^2}},\qquad\zeta(k_0)=0.$$

At $k_0$, $A_{vv}=A_{cc}=0$. Near it $A_{cv}=i\zeta'/(1+|\zeta|^2)$, so $\varphi'=\mathrm{Im}(\zeta''/\zeta')$ at $k_0$ and $|A_{cv}|^2S=-\mathrm{Im}(\zeta'^*\zeta'')$.

The Bloch vector of $v$ is $m=(2\,\mathrm{Re}\,\zeta,\,2\,\mathrm{Im}\,\zeta,\,1-|\zeta|^2)/(1+|\zeta|^2)$, with $m\cdot(m'\times m'')=4\,\mathrm{Im}(\zeta'^*\zeta'')$ at $k_0$. Write $H=d\cdot\sigma$, with $\sigma$ the Pauli matrices. The valence state has $m=-d/|d|$. Derivatives of the factor $1/|d|$ add only terms that vanish in the triple product. The minus sign enters three times, leaving

$$|A_{cv}|^2S=\frac{d\cdot(d'\times d'')}{4|d|^3}.$$

Dividing by $g^2=4|d|^2$ gives $p_2=-3f\langle d\cdot(d'\times d'')/(16|d|^5)\rangle$.

Here $d_z=\Delta$ is constant and $d_x-id_y=q$, so the triple product is $-\Delta\,\mathrm{Im}(q'^*q'')$. Let $\alpha=t_1e^{ik\tau}$ and $\beta=t_2e^{-iks}$. Then $q'=i(\tau\alpha-s\beta)$ and $q''=-(\tau^2\alpha+s^2\beta)$, whence

$$\mathrm{Im}(q'^*q'')=\mathrm{Re}[(\tau\alpha^*-s\beta^*)(\tau^2\alpha+s^2\beta)].$$

Multiplying out and using $\mathrm{Re}(\alpha^*\beta)=t_1t_2\cos ka$,

$$p_2=\frac{3f\Delta}{16}\left\langle\frac{\tau^3t_1^2-s^3t_2^2-\tau s(\tau-s)t_1t_2\cos ka}{|d|^5}\right\rangle.$$

For $t_2=0$ this is the two-site result. For equal spacing, $\tau=s=a/2$, it reduces to

$$p_2=\frac{3f}{128}a^3\Delta(t_1^2-t_2^2)\langle|d|^{-5}\rangle.$$

This vanishes at $\Delta=0$, where inversion about a bond centre returns, and at $t_1=t_2$, where inversion about a site returns.

The susceptibility is defined by $P=P_0+\varepsilon_0(\chi^{(1)}E+\chi^{(2)}E^2)$, so $\chi^{(2)}=p_2/(\varepsilon_0V)$ with $V$ the cell volume. A convention with a factor $1/2$ before the quadratic term would double its value.

## Balancing the step

On a fixed mesh the odd powers cancel in the second difference:

$$D(h)=p_2+p_4h^2+p_6h^4+\dots$$

Suppose that each dipole is known within $\pm\delta$. The errors at $\pm h$ contribute at most $2\delta$ to the numerator, and the doubled value at zero field another $2\delta$. Division by $2h^2$ gives the leading bound

$$B(h)=|p_4|h^2+\frac{2\delta}{h^2}.$$

Setting $B'(h)=2|p_4|h-4\delta/h^3$ to zero yields

$$h_*=\left(\frac{2\delta}{|p_4|}\right)^{1/4},\qquad B(h_*)=2\sqrt{2\delta|p_4|}.$$

The two parts are equal at $h_*$. For a step $rh_*$ the bound is multiplied by $(r^2+r^{-2})/2$, which is 2.125 for a step wrong by a factor of two in either direction. A rough value of $p_4$ is therefore enough. Making the data a hundred times more precise lowers the best bound only tenfold.

If the errors are instead independent, with zero mean and standard deviation $\sigma$, the variance of $D$ is $(1+1+4)\sigma^2/(4h^4)$. The mean square error $p_4^2h^4+3\sigma^2/(2h^4)$ is least at

$$h=\left(\frac{3\sigma^2}{2p_4^2}\right)^{1/8}.$$

An error that varies smoothly with the field behaves differently. If every dipole is off by $\epsilon(E)$, then $D$ is shifted by $\epsilon''(0)/2$ as $h\to0$. Reducing the step does not remove this; the calculation itself must be converged further.

To estimate $p_4$, use a larger pilot step $H$:

$$\frac{D(2H)-D(H)}{3H^2}=p_4+5p_6H^2+\dots$$

The data errors change this by at most $(2\delta/H^2+\delta/2H^2)/(3H^2)=5\delta/(6H^4)$. This adds the two errors separately; since both differences use the same $p(0)$, the worst case that can occur is $2\delta/(3H^4)$. The pilot fields must be large enough to make this small, yet $2H$ should stay below the safe limit $E_b$.

If $p_4$ happens to be negligible, the bound is $|p_6|h^4+2\delta/h^2$ and the balance moves to $h=(\delta/|p_6|)^{1/6}$.

## Removing the mesh error

The step analysis recovers $p_2$ of the chosen mesh. For smooth states, consider one link centred at $k$, $\mathrm{Im}\ln\langle u(k-b/2)|u(k+b/2)\rangle$. Changing the sign of $b$ conjugates the overlap, so this phase is odd in $b$: it equals $-bA_u+O(b^3)$. The sum over $N\propto1/b$ links has an error of order $b^2$.

Since the enthalpy has this error, so in general do its field coefficients. Two meshes remove the leading part:

$$p_2\simeq\frac{4p_2(2N)-p_2(N)}{3}.$$

Use one step for both meshes, chosen below the field limit of the finer one.

## A worked case

Round model parameters are used: $t_1=3$ eV, $t_2=1.5$ eV, $\Delta=1.5$ eV, $a=5$ Å, equal spacing, and 25 Å$^2$ of cross-section per chain. Fields are in V/Å and dipoles in e Å; with unit charge the formulas keep their form.

The zone average of $|d|^{-5}$ is 0.0052512 eV$^{-5}$, so

$$p_2=\frac{6}{128}(125)(1.5)(9-2.25)(0.0052512)=0.31153\ \mathrm{e\,Å^3/V^2}.$$

Open chains diagonalised with the field included give the same value to the seven decimals printed.

Moving site B from 2.5 to 2.0 Å with both hoppings held fixed changes $p_2$ to $-0.0271$ e Å$^3$/V$^2$, again confirmed by open chains. The general formula explains the reversal. Its numerator becomes $11.25+27\cos ka$ in eV$^2$ Å$^3$, which is negative at $ka=\pi$, where the gap is smallest and the weight $|d|^{-5}$ largest. At fixed hoppings the band energies do not depend on $\tau$, so they alone do not fix even the sign of $p_2$. This reversal is not a prediction for a displaced atom, whose hoppings would change: scaling them as the inverse square of the bond length gives $t_1=4.69$ eV and $t_2=1.04$ eV, a numerator that is positive at every $k$, and $p_2=+0.033$ e Å$^3$/V$^2$.

The dipoles are deliberately rounded to nine decimals, so $\delta=5\times10^{-10}$ e Å. For $N=60$ the minimum gap of 4.243 eV gives

$$E_b=\frac{2\pi(4.243)}{60\times5}=0.0889\ \mathrm{V/Å}.$$

At 0.020 V/Å the largest ratio of successive updates is 0.205, below the leading bound of 0.225.

The pilot step $H=0.01481$ V/Å gives $p_4=0.978$ e Å$^5$/V$^4$, against 0.964 from a fit to unrounded dipoles. Rounding can account for at most $5\delta/(6H^4)=0.009$ of the 0.014 difference, so higher field terms must contribute. With $p_6\approx13.9$ e Å$^7$/V$^6$ on this mesh, $5p_6H^2=0.015$; the higher terms together give 0.016, and rounding takes away about 0.002. The chosen step is

$$h_*=\left(\frac{10^{-9}}{0.978}\right)^{1/4}=0.00565\ \mathrm{V/Å}.$$

Truncation and noise each contribute $3.13\times10^{-5}$ e Å$^3$/V$^2$ to the bound.

The individual errors at $N=60$ need care. At $h_*/4$ the error happens to be $4.2\times10^{-6}$ e Å$^3$/V$^2$, smaller than the $3.5\times10^{-5}$ at $h_*$. This is a favourable rounding, not evidence for the smaller step. Among 41 steps within 10% of $h_*/4$ the worst error is $3.0\times10^{-4}$; around $h_*$ it is $4.8\times10^{-5}$, and around $3h_*$ it is $3.4\times10^{-4}$. The balance protects against the bad cases and does not promise the smallest error in each single run.

Without rounding, the mesh errors of $p_2$ relative to the formula are $-0.087\%$ at $N=120$ and $-0.022\%$ at $N=240$. Their ratio, 3.99, is close to the expected four. With rounded dipoles and the chosen step,

$$p_2=\frac{4(0.3114837)-0.3112804}{3}=0.31155\ \mathrm{e\,Å^3/V^2}.$$

This lies $1.7\times10^{-5}$ above the formula. The extrapolation has weights $4/3$ and $-1/3$, so the errors of the two meshes can add to at most $5/3$ of the bound for one. With the $p_4$ found at $N=60$, the field-and-noise budget is $\frac53(6.25\times10^{-5})=1.04\times10^{-4}$ in the same unit. The coefficient $p_4$ itself grows with the mesh, to 0.998 at $N=120$ and 1.006 at $N=240$, which raises the budget to $1.06\times10^{-4}$. The remaining mesh error is estimated as $4\times10^{-6}$, the change between the unrounded extrapolations from $N=60,120$ and from $N=120,240$. This is cautious: the finer extrapolation differs from the formula by only $3\times10^{-7}$. With $V=125$ Å$^3$, $\chi^{(2)}=45.10$ pm/V, which agrees with the formula to these digits, although the budget, about $\pm0.015$ pm/V, does not guarantee the last one. The digits measure the numerical extraction within the model, not its accuracy for a material. The numerical output lists the full ladder of steps.

## Setting the step in practice

1. Find the error of the dipole, not merely the convergence threshold of the energy. Repeating a calculation from different starting states shows its scatter, but not an error common to all runs; tightening the threshold shows how far the dipole is from convergence. With a loose threshold this error can jump between fields where the number of iterations changes.
2. Compute $E_b$ for the finest mesh to be used. Choose pilot fields well below the limit of the pilot mesh, and check that $5\delta/(6H^4)$ is small compared with the estimated $p_4$.
3. Set $h$ to $h_*$ and compare it with $E_b$. In the worked case they would meet near $N=2\pi(4.243)/(5\times0.00565)\approx940$. If $h_*$ is too large for the mesh, reduce $\delta$, which lowers $h_*$, or use a coarser pair of meshes and extrapolate, staying well below $E_b$ because that limit is less reliable on coarse meshes.
4. Keep all dipoles on one branch. In this example a single missed branch at $+h_*$ would alter $D$ by about $1.6\times10^5$ e Å$^3$/V$^2$, so it is easily recognised.
5. Repeat at a few nearby steps. If two results on the same mesh differ by more than the sum of their bounds, suspect an underestimated $\delta$ or $|p_4|$, neglected higher field terms, a field beyond the range where the state is a minimum or a missed branch.

The method fails when the gap closes, because the insulating state on which the expansion rests is lost. For an electro-optic film, the $\chi^{(2)}$ found here is the static electronic part at fixed ions. Ionic motion, strain and local fields need their own calculation, and a finer field step does not supply them.

## Numbers as computed

```
hopping t1, t2: 3.00, 1.50 eV
site energy Delta: 1.50 eV
cell length a: 5.00 A; area per chain: 25.0 A^2
electrons per filled band: 2
minimum gap: 4.2426 eV
mean of |d|^-5: 0.0052512 eV^-5
p2, closed formula: 0.3115345 e A^3/V^2
p2, open chains: 0.3115345 e A^3/V^2
other site position tau: 2.00 A
p2 there, geometry: -0.0270864 e A^3/V^2
p2 there, open chains: -0.0270864 e A^3/V^2
p2 for Delta=0: 0.0e+00 e A^3/V^2
p2 for t1=t2=2 eV: 0.0e+00 e A^3/V^2
N=60: field limit 0.08886 V/A
N=60: unrounded p2 0.3104631 e A^3/V^2
N=120: field limit 0.04443 V/A
N=120: unrounded p2 0.3112634 e A^3/V^2
N=240: field limit 0.02221 V/A
N=240: unrounded p2 0.3114665 e A^3/V^2
mesh error ratio, N=120 to 240: 3.9877
p2 extrapolated, N=60,120: 0.3115301 e A^3/V^2
p2 extrapolated, N=120,240: 0.3115342 e A^3/V^2
solver test field: 0.020 V/A
largest update ratio: 0.2054
leading bound on that ratio: 0.2251
dipole rounding error delta: 5.0e-10 e A
pilot step H: 0.014810 V/A
p4 from rounded data, N=60: 0.97793 e A^5/V^4
p4 from unrounded fit, N=60: 0.96438 e A^5/V^4
chosen step h*: 0.005655 V/A
truncation part at h*: 3.13e-05 e A^3/V^2
noise bound at h*: 3.13e-05 e A^3/V^2
Errors of rounded p2 at N=60, in e A^3/V^2:
h=0.001414 V/A: error 4.17e-06, bound 5.02e-04
h=0.002827 V/A: error 4.17e-06, bound 1.33e-04
h=0.005655 V/A: error 3.54e-05, bound 6.21e-05
h=0.011310 V/A: error 1.25e-04, bound 1.31e-04
h=0.022619 V/A: error 4.98e-04, bound 4.99e-04
Worst error in 41 steps within 10% of a centre, e A^3/V^2:
centre 0.25 h*: 3.02e-04
centre 1.00 h*: 4.75e-05
centre 3.00 h*: 3.38e-04
rounded p2 at h*, N=120: 0.3112804 e A^3/V^2
rounded p2 at h*, N=240: 0.3114837 e A^3/V^2
final extracted p2: 0.3115514 e A^3/V^2
final minus formula: 1.69e-05 e A^3/V^2
field and noise budget: 1.04e-04 e A^3/V^2
mesh budget: 4.11e-06 e A^3/V^2
chi2, extracted: 45.1005 pm/V
chi2, formula: 45.0981 pm/V
```
